**Inelastic mean free path: dielectric integral and Bethe limit**

The program tests the high-energy form $\lambda\simeq E/[\omega_p^2\beta\ln(\gamma E)]$ with $\beta=1/(4\bar\omega)$, in Hartree atomic units. Here $E$ is the electron energy, $\omega_p$ the plasmon energy from the sum rule, $\bar\omega$ the mean optical loss, and $\gamma$ a constant that also depends on the response at finite momentum transfer. For a two-oscillator model solid, it asserts the sum rule, the bound on $\bar\omega$, and agreement between a two-dimensional quadrature and the elementary momentum integral. It also asserts that the Bethe form lies within 3% of the quadrature at 20, 50 and 100 Ha, and the corrected form within 1% from 10 to 100 Ha. A gas of harmonic oscillators provides a separate check: its Born cross section, summed over final levels and scattering angles, must reproduce the Bethe slope and the predicted $\gamma$. The oscillator loss function is also compared with that of a kicked wavefunction propagated in time. The output gives 69.74 bohr from the full integral and 69.40 bohr from the Bethe form at 50 Ha. For both media the first correction to the logarithm has a numerical coefficient close to $7/4$, at the single high energy examined for each.

## Numerical verification

```python
"""Inelastic mean free path (IMFP) from the dielectric loss function.

Result under test, in Hartree atomic units:
    1/lambda = 1/(pi E) int dw int dq/q F(q,w),  F = Im[-1/eps(q,w)]
    lambda -> E / (wp^2 beta ln(gamma E)) at high E,  beta = 1/(4 wbar)
E: electron energy; k = sqrt(2E); w: energy loss; q: momentum transfer;
wp: plasmon energy from the f-sum rule; wbar: mean loss weighted by F(0,w);
gamma: constant fixed by F at all q.
The model solid shifts each optical loss w0 to w0 + q^2/2 with weight w0/w.
A dilute gas of harmonic oscillators (frequency 1) is an independent check.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.special import gammaln

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10

strengths = np.array([0.25, 0.15])
centres = np.array([0.6, 1.0])
widths = np.array([0.2, 0.5])
wp2 = strengths.sum()
wp = np.sqrt(wp2)


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def optical_loss(w):
    total = np.zeros_like(w)
    for a, c, g in zip(strengths, centres, widths):
        total += a * g * w / ((w**2 - c**2)**2 + (g * w)**2)
    return total


def loss(q, w):
    """Loss function of the model solid for w > q^2/2."""
    w0 = w - q**2 / 2
    return w0 / w * optical_loss(w0)


# Optical moments on a logarithmic energy grid
log_w, step = np.linspace(-16, 30, 9201, retstep=True)
w_grid = np.exp(log_w)
measure = w_grid * step
f0 = optical_loss(w_grid)
I0 = np.sum(measure * f0)
first_moment = np.sum(measure * w_grid * f0)
inverse_moment = np.sum(measure * f0 / w_grid)
wbar = first_moment / I0
mean_log = np.sum(measure * f0 * log_w) / I0
eps_static = 1 / (1 - 2 * inverse_moment / np.pi)
beta = I0 / (2 * np.pi * wp2)
gamma = 4 * np.exp(-mean_log)

# f-sum rule at zero and finite q, and the bound on the mean loss
assert abs(first_moment / (np.pi * wp2 / 2) - 1) < 1e-6
y, wy = gauss(0, np.log(1e7), 600)
s = 0.5 * np.expm1(y)
ds = 0.5 * np.exp(y) * wy
q_test = 1.5
w_test = q_test**2 / 2 + s
sum_q = np.sum(ds * w_test * loss(q_test, w_test))
assert abs(sum_q / (np.pi * wp2 / 2) - 1) < 1e-5
assert abs(beta * 4 * wbar - 1) < 1e-6
wbar_bound = wp / np.sqrt(1 - 1 / eps_static)
assert wbar > wbar_bound > wp


def inverse_imfp_direct(E):
    """Two-dimensional quadrature over the allowed (q,w) region."""
    k = np.sqrt(2 * E)
    lq, wq = gauss(np.log(1e-4 / k), np.log(k), 500)
    x, wx = gauss(0, 1, 400)
    total = 0.0
    for q, weight in zip(np.exp(lq), wq):
        span = k * q - q**2          # w runs from q^2/2 to k q - q^2/2
        top = np.log1p(2 * span)
        shift = 0.5 * np.expm1(top * x)
        jac = 0.5 * top * np.exp(top * x) * wx
        total += weight * np.sum(jac * loss(q, q**2 / 2 + shift))
    return total / (np.pi * E)


def inverse_imfp_kernel(E):
    """Elementary q integral, then one integral over optical losses."""
    k = np.sqrt(2 * E)
    ok = w_grid < E / 2
    w0 = w_grid[ok]
    q_hi = k / 2 * (1 + np.sqrt(1 - 2 * w0 / E))
    q_lo = w0 / q_hi
    kern = 0.5 * (np.log(q_hi**2 / (q_hi**2 + 2 * w0))
                  - np.log(q_lo**2 / (q_lo**2 + 2 * w0)))
    return np.sum(measure[ok] * f0[ok] * kern) / (np.pi * E)


def imfp_bethe(E):
    return E / (wp2 * beta * np.log(gamma * E))


def imfp_corrected(E):
    return E / (wp2 * beta * (np.log(gamma * E) - 7 * wbar / (4 * E)))


energies = [10.0, 20.0, 50.0, 100.0]
full = []
for E in energies:
    direct = inverse_imfp_direct(E)
    assert abs(inverse_imfp_kernel(E) / direct - 1) < 1e-4
    full.append(1 / direct)
    assert abs(imfp_corrected(E) * direct - 1) < 0.01
    if E >= 20:
        assert abs(imfp_bethe(E) * direct - 1) < 0.03

# First correction to the Bethe logarithm of the model solid
E_far = 1000.0
bracket = inverse_imfp_kernel(E_far) * E_far / (wp2 * beta)
corr_solid = (np.log(gamma * E_far) - bracket) * E_far / wbar
assert abs(corr_solid - 7 / 4) < 0.03


def log_cutoff(ratio):
    """ln(qc) from ratio(q) = int F(q,w)dw / int F(0,w)dw."""
    a, wa = gauss(-12, 0, 100)
    b, wb = gauss(0, 14, 100)
    low = sum(u * (ratio(np.exp(t)) - 1) for t, u in zip(a, wa))
    return low + sum(u * ratio(np.exp(t)) for t, u in zip(b, wb))


def ratio_solid(q):
    return np.sum(measure * loss(q, q**2 / 2 + w_grid)) / I0


def loss_safe_ratio(q):
    # evaluate from the shifted loss to avoid cancellation at large q
    return np.sum(measure * w_grid / (w_grid + q**2 / 2) * f0) / I0


assert abs(ratio_solid(1.5) / loss_safe_ratio(1.5) - 1) < 1e-6
ln_qc = log_cutoff(loss_safe_ratio)
gamma_general = np.exp(np.log(2) - 2 * mean_log + 2 * ln_qc)
assert abs(gamma_general / gamma - 1) < 1e-4

# Oscillator gas: gamma from the general finite-q rule
ln_qc_osc = log_cutoff(lambda q: -np.expm1(-q**2 / 2) / (q**2 / 2))
gamma_osc = np.exp(np.log(2) + 2 * ln_qc_osc)
assert abs(gamma_osc / (4 * np.exp(1 - np.euler_gamma)) - 1) < 1e-4


def poisson(n, u):
    return np.exp(-u + n * np.log(u) - gammaln(n + 1))


def oscillator_bracket(E):
    """E/(lambda wp^2 beta) from the Born cross section over angles."""
    k = np.sqrt(2 * E)
    x, wx = gauss(0, 1, 400)
    sigma = 0.0
    for n in range(1, int(E) + 1):
        kf = np.sqrt(2 * (E - n))
        t0 = (k - kf)**2 / (2 * k * kf)
        top = np.log1p(2 / t0)
        t = t0 * np.expm1(top * x)   # t = 1 - cos(scattering angle)
        dt = t0 * top * np.exp(top * x) * wx
        q2 = (k - kf)**2 + 2 * k * kf * t
        dsdo = kf / k * 4 / q2**2 * poisson(n, q2 / 2)
        sigma += 2 * np.pi * np.sum(dt * dsdo)
    # wp^2 = 4 pi density and beta = 1/4 for unit frequency
    return sigma * E / np.pi


E1, E2 = 200.5, 400.5
b1, b2 = oscillator_bracket(E1), oscillator_bracket(E2)
slope_osc = (b2 - b1) / np.log(E2 / E1)
corr_osc = (np.log(gamma_osc * E2) - b2) * E2
assert abs(slope_osc - 1) < 0.01
assert abs(corr_osc - 7 / 4) < 0.1

# Loss function of one oscillator from a kicked, propagated wavefunction
x = np.linspace(-9, 9, 121)
h = x[1] - x[0]
d = np.arange(121)[:, None] - np.arange(121)[None, :]
kinetic = np.where(d == 0, np.pi**2 / 6,
                   (-1.0)**d / np.where(d == 0, 1, d)**2) / h**2
levels, states = np.linalg.eigh(kinetic + np.diag(x**2 / 2))
times = np.linspace(0, 80, 1601)
phases = np.exp(-1j * np.outer(levels, times))
q_kick, kick, eta = 1.2, 1e-3, 0.2
signal = np.zeros(len(times))
for operator in (np.cos(q_kick * x), np.sin(q_kick * x)):
    for sign in (1, -1):
        start = np.exp(-1j * sign * kick * operator) * states[:, 0]
        psi = states @ (phases * (states.T @ start)[:, None])
        signal += sign * (operator @ np.abs(psi)**2) / (2 * kick)
probe = np.linspace(0.5, 4.0, 15)
chi = np.array([simpson(signal * np.exp((1j * w - eta) * times), x=times)
                for w in probe])
loss_time = -4 * np.pi / q_kick**2 * chi.imag
loss_sum = np.zeros_like(probe)
for n in range(1, 25):
    shape = eta / ((probe - n)**2 + eta**2) - eta / ((probe + n)**2 + eta**2)
    loss_sum += 4 * np.pi / q_kick**2 * poisson(n, q_kick**2 / 2) * shape
time_error = np.max(np.abs(loss_time - loss_sum)) / loss_sum.max()
assert time_error < 1e-3

# Local exponent and the single-loss estimate at the reference energy
E_ref = 50.0
lam_ref = full[energies.index(E_ref)]
up, down = E_ref * 1.01, E_ref / 1.01
exponent_full = 1 - (np.log(inverse_imfp_kernel(up) * up)
                     - np.log(inverse_imfp_kernel(down) * down)) \
    / np.log(up / down)
exponent_bethe = 1 - 1 / np.log(gamma * E_ref)
assert abs(exponent_full - exponent_bethe) < 0.01
lam_single = 4 * E_ref / (wp * np.log(4 * E_ref / wp))
k_ref = np.sqrt(2 * E_ref)
k_out = np.sqrt(2 * (E_ref - wbar))

for j in range(2):
    print(f"oscillator {j + 1}: strength {strengths[j]:.2f} Ha^2, "
          f"energy {centres[j]:.2f} Ha, width {widths[j]:.2f} Ha")
print(f"plasmon energy squared wp^2 = {wp2:.4f} Ha^2")
print(f"plasmon energy wp = {wp:.4f} Ha = {wp * HARTREE_EV:.2f} eV")
print(f"static dielectric constant = {eps_static:.3f}")
print(f"integral I0 of optical loss = {I0:.5f} Ha")
print(f"first moment of optical loss = {first_moment:.5f} Ha^2")
print(f"mean loss wbar = {wbar:.4f} Ha")
print(f"lower bound on wbar = {wbar_bound:.4f} Ha")
print(f"logarithmic mean loss = {np.exp(mean_log):.4f} Ha")
print(f"effective cutoff qc = {np.exp(ln_qc):.4f} 1/bohr")
print(f"beta = {beta:.5f} 1/(Ha bohr) = "
      f"{beta / (HARTREE_EV * BOHR_ANG):.5f} 1/(eV Angstrom)")
print(f"gamma = {gamma:.4f} 1/Ha = {gamma / HARTREE_EV:.5f} 1/eV")
print(f"gamma from general finite-q rule = {gamma_general:.4f} 1/Ha")
for E, lam in zip(energies, full):
    lb, lc = imfp_bethe(E), imfp_corrected(E)
    print(f"E = {E:.0f} Ha: IMFP full {lam:.3f}, Bethe {lb:.3f}, "
          f"corrected {lc:.3f} bohr")
    print(f"  Bethe error {100 * (lb / lam - 1):.2f} %, "
          f"corrected error {100 * (lc / lam - 1):.3f} %")
print(f"reference energy = {E_ref:.0f} Ha = {E_ref * HARTREE_EV:.1f} eV")
print(f"ln(gamma E) at reference = {np.log(gamma * E_ref):.4f}")
print(f"q limits at loss wbar: {k_ref - k_out:.5f} and "
      f"{k_ref + k_out:.4f} 1/bohr")
print(f"small-q estimate wbar/k = {wbar / k_ref:.5f} 1/bohr")
print(f"full IMFP at reference = {lam_ref * BOHR_ANG:.2f} Angstrom")
print(f"Bethe IMFP at reference = {imfp_bethe(E_ref) * BOHR_ANG:.2f} Angstrom")
print(f"single loss at wp: IMFP = {lam_single:.3f} bohr, "
      f"error {100 * (lam_single / lam_ref - 1):.1f} %")
print(f"local exponent: full {exponent_full:.4f}, Bethe {exponent_bethe:.4f}")
print(f"model solid: correction coefficient at {E_far:.0f} Ha = "
      f"{corr_solid:.4f}")
print(f"oscillator gas, frequency 1 Ha: gamma = {gamma_osc:.4f} 1/Ha")
print(f"oscillator gas: logarithmic slope / Bethe slope = {slope_osc:.4f}")
print(f"oscillator gas: correction coefficient at {E2:.1f} Ha = "
      f"{corr_osc:.4f}")
print(f"time-propagated loss: largest relative error = {time_error:.1e}")
print("tests ok")
```

Output:

```
oscillator 1: strength 0.25 Ha^2, energy 0.60 Ha, width 0.20 Ha
oscillator 2: strength 0.15 Ha^2, energy 1.00 Ha, width 0.50 Ha
plasmon energy squared wp^2 = 0.4000 Ha^2
plasmon energy wp = 0.6325 Ha = 17.21 eV
static dielectric constant = 6.429
integral I0 of optical loss = 0.79722 Ha
first moment of optical loss = 0.62832 Ha^2
mean loss wbar = 0.7881 Ha
lower bound on wbar = 0.6882 Ha
logarithmic mean loss = 0.6839 Ha
effective cutoff qc = 1.1695 1/bohr
beta = 0.31721 1/(Ha bohr) = 0.02203 1/(eV Angstrom)
gamma = 5.8490 1/Ha = 0.21495 1/eV
gamma from general finite-q rule = 5.8490 1/Ha
E = 10 Ha: IMFP full 20.098, Bethe 19.370, corrected 20.049 bohr
  Bethe error -3.62 %, corrected error -0.242 %
E = 20 Ha: IMFP full 33.606, Bethe 33.101, corrected 33.587 bohr
  Bethe error -1.50 %, corrected error -0.055 %
E = 50 Ha: IMFP full 69.743, Bethe 69.399, corrected 69.737 bohr
  Bethe error -0.49 %, corrected error -0.008 %
E = 100 Ha: IMFP full 123.968, Bethe 123.698, corrected 123.966 bohr
  Bethe error -0.22 %, corrected error -0.002 %
reference energy = 50 Ha = 1360.6 eV
ln(gamma E) at reference = 5.6783
q limits at loss wbar: 0.07913 and 19.9209 1/bohr
small-q estimate wbar/k = 0.07881 1/bohr
full IMFP at reference = 36.91 Angstrom
Bethe IMFP at reference = 36.72 Angstrom
single loss at wp: IMFP = 54.934 bohr, error -21.2 %
local exponent: full 0.8180, Bethe 0.8239
model solid: correction coefficient at 1000 Ha = 1.7521
oscillator gas, frequency 1 Ha: gamma = 6.1048 1/Ha
oscillator gas: logarithmic slope / Bethe slope = 1.0063
oscillator gas: correction coefficient at 400.5 Ha = 1.7536
time-propagated loss: largest relative error = 2.6e-07
tests ok
```
